Roth's formula for the conduction-band g factor from eight-band k·p theory, part 2

The problem is the g factor of a conduction electron in a zinc-blende crystal in a weak uniform field B. The eight-band model keeps the conduction and valence edges and omits all other bands and the spin-orbit part of the interband velocity.

In Hartree atomic units, the electron has charge −1 and kinetic momentum π = p + A, and μ_B = 1/2. The σ are Pauli matrices, and repeated Cartesian indices are summed. The g factor is defined by

H_Z = g μ_B B·(σ/2) = (g/4) σ·B,  (1)

and, with B along z,

E_up − E_down = gB/2.  (2)

The momenta obey

[π_a, π_b] = −i ε_abc B_c.  (4)

ε_abc π_a π_b = (π×π)_c = −iB_c.  (5)

The conduction edge (function S) lies at energy 0, and the valence edges (functions X, Y, Z) at −E_g (J = 3/2) and −E_g − Δ (J = 1/2). The constant p₀ couples S to X, Y, Z, with

E_P = 2p₀².  (11)

The unit angular momentum L acts on X, Y, Z as on x, y, z:

L_z x = iy,  L_z y = −ix,  L_z z = 0.

With J = L + σ/2, the projectors on the two valence edges are

Π_3/2 = (2 + L·σ)/3,  Π_1/2 = (1 − L·σ)/3.  (15)

The valence block of the Hamiltonian is H_v, and G = (−H_v)⁻¹ is

G_αβ = (δ_αβ/3) [2/E_g + 1/(E_g + Δ)] − (i/3) ε_αβγ σ_γ [1/E_g − 1/(E_g + Δ)].  (17)

The conduction envelope F_c and valence envelopes F_α, at energy E, obey

E F_α = (H_v)_αβ F_β + (½π² + ½σ·B) F_α + ip₀ π_α F_c.  (19)

To leading order in B, section 2.2 eliminated the valence envelopes:

F_α = ip₀ G_αβ π_β F_c,  (20)

H_c = ½π² + ½σ·B + p₀² π_α π_β G_αβ.  (21)

The symmetric part of G gave the effective mass m*:

1/m* = 1 + (E_P/3) [2/E_g + 1/(E_g + Δ)].  (22)

### 2.4 The antisymmetric part: g factor

The second part of (17) contributes to (21)

−(i p₀²/3) [1/E_g − 1/(E_g + Δ)] ε_αβγ π_απ_β σ_γ.

By (5), ε_αβγ π_απ_β σ_γ = −iσ·B. The factors −i and −i multiply to −1. The bracket is

1/E_g − 1/(E_g + Δ) = Δ/[E_g(E_g + Δ)].

With p₀² = E_P/2 the contribution is therefore

−(E_P/6) Δ/[E_g(E_g + Δ)] σ·B.  (23)

The effective Hamiltonian is

H_c = π²/(2m*) + { 1/2 − (E_P/6) Δ/[E_g(E_g + Δ)] } σ·B.

By definition (1) the factor in braces is g/4. Multiplication by 4 gives Roth's formula,

g = 2 − 2E_P Δ/[3E_g(E_g + Δ)].  (24)

The field enters through σ·B alone, so g is the same for every field direction: the g tensor is g times the unit matrix. This follows from the cubic symmetry used in Part 1. A strain that splits the J = 3/2 edge would spoil the form (17), and the g factor could then depend on direction.

At zero field the components of π are commuting numbers, and the antisymmetric part gives nothing. The spin splitting is thus not a property of the energy band E(k) at this order, although it comes from the same interband couplings as the mass.

### 2.5 The same result from one Landau level

The sign and the origin of (23) can be seen in the lowest Landau level. Take B along z and no motion along the field, and define

a = (π_x − iπ_y)/√(2B).

From (4), [a, a†] = (1/2B)·2i[π_x, π_y] = (1/2B)·2i·(−iB) = 1, so a is a lowering operator. Solving for the momenta gives

π_x = √(B/2)(a + a†),  π_y = i√(B/2)(a − a†).  (25)

The lowest oscillator state φ₀ obeys aφ₀ = 0. Acting on it, π_x gives √(B/2)φ₁ and π_y gives −i√(B/2)φ₁. The source term ip₀π_αF_c in (19) is then

ip₀√(B/2) φ₁ (1, −i, 0) = ip₀√B φ₁ (X − iY)/√2,

multiplied by the spin state of the conduction electron. By the rules above (12), L_z(X − iY) = iY − X = −(X − iY). The momentum coupling thus connects the conduction electron in its lowest Landau level directly to the valence state with L_z = −1 and the same spin, for either spin. This is the state considered below. The admixed envelope (20) is G acting on it, and for spin up the spin-orbit term in G also brings in Z with spin down; the energy shift needs only the mean value of G in the directly coupled state.

For spin down, orbital and spin angular momentum are parallel. The state has J_z = −3/2 and belongs entirely to J = 3/2. For spin up they are opposite. The mean value of L·σ is then −1, since the terms with L_x and L_y flip the spin and have no mean value. By (15), the weight is 1/3 in J = 3/2 and 2/3 in J = 1/2.

The energy shift is p₀²B times the mean value of G. The free-electron terms ½π² + ½σ·B give B/2 + B/2 = B for spin up and B/2 − B/2 = 0 for spin down. Hence

E_up = B + p₀²B { 1/(3E_g) + 2/[3(E_g + Δ)] },  (26)

E_down = p₀²B/E_g.  (27)

Their difference is

E_up − E_down = B − (2/3)p₀²B [1/E_g − 1/(E_g + Δ)].

Setting this equal to gB/2, by (2), and using p₀² = E_P/2 gives (24) again. The physical reason for the negative correction is now visible. Both spin states are pushed up by the valence bands, but spin down couples to the nearer edge with its full strength, while two thirds of the coupling of spin up goes to the more distant edge. Spin down is pushed up further. When this outweighs the free-spin term, the order of the two levels is reversed and g is negative.

### 2.6 Limiting cases and conditions

The correction in (24) is the sum of two terms of opposite sign:

g − 2 = −2E_P/(3E_g) + 2E_P/[3(E_g + Δ)].  (28)

The first comes from the J = 3/2 edge and the second from the J = 1/2 edge. At Δ = 0 they cancel, and g = 2. Without spin-orbit splitting the valence bands still change the mass, but they do not distinguish the two spins. For Δ much smaller than E_g the correction is −2E_PΔ/(3E_g²), linear in the splitting.

For Δ much larger than E_g the J = 1/2 edge drops out, and

g − 2 → −2E_P/(3E_g),  1/m* − 1 → 2E_P/(3E_g).  (29)

In this limit the corrections to g and to the inverse mass are equal and opposite. If they are also large compared with 1, the spin splitting |g|B/2 approaches half the cyclotron energy B/m*.

The g factor passes through zero when E_PΔ = 3E_g(E_g + Δ). Larger gaps, at fixed E_P and Δ, give positive values below 2. Near the zero, formula (24) is unreliable in relative terms, since g is then a small difference of two larger numbers and the bands left out of the model add their own contributions.

These omitted contributions limit the accuracy of the formula at the band edge; their size is not estimated here. In the second-order sum, every remote band with a momentum matrix element to S adds terms of the same structure as (21), with its own energy denominator. The spin-orbit part of the velocity is also missing, as are the spin splittings at finite momentum that a crystal without inversion symmetry permits. Finally, (24) requires Landau and Zeeman energies that are small compared with E_g. In a narrow-gap material this last condition limits the field, as the example shows.

### 2.7 Evaluation for InSb

InSb has a narrow gap and a large spin-orbit splitting, so both factors in (24) favour a large negative g. Rough empirical inputs for low temperature (the gap at room temperature is smaller, about 0.17 eV), to two figures, are

E_P = 23 eV,  E_g = 0.24 eV,  Δ = 0.80 eV.

Then E_g + Δ = 1.04 eV. The two terms of (28) are

J = 3/2:  −2 × 23/(3 × 0.24) = −63.89,

J = 1/2:  +2 × 23/(3 × 1.04) = +14.74.

Their sum is −49.15, and

g = 2 − 49.15 ≈ −47.

The split-off band thus cancels somewhat less than a quarter of the J = 3/2 term. The effective mass from (22) is

1/m* = 1 + (23/3)(2/0.24 + 1/1.04) = 72.3,  m* = 0.0138 electron masses.

The ratio of spin splitting to cyclotron energy is |g|m*/2 = 47.1/(2 × 72.3) ≈ 0.33, below the limiting value of 1/2 mainly because Δ is not very large compared with E_g. Without the free-electron terms the ratio would be 49.15/(2 × 71.3) ≈ 0.345, so these terms lower it only slightly further.

The value −47 should be read with the accuracy of its inputs. The magnitude of the correction grows with E_P and with Δ and falls with E_g, so its extremes over a set of input intervals lie at the corners of that set. If E_P may vary by 0.5 eV, E_g by 0.005 eV and Δ by 0.05 eV either way, g lies between −50.2 and −44.1. The interval taken for Δ is ten times wider than the rounding of 0.80 eV. With Δ allowed to vary by only 0.005 eV, the corners (23.5, 0.235, 0.805) and (22.5, 0.245, 0.795) give g between −49.6 and −44.8. In either case the inputs fix g only to within a few units around −47.

The gap has the strongest influence per relative change. Differentiating the logarithm of the correction gives

d ln|g − 2|/d ln E_g = −1 − E_g/(E_g + Δ) = −1.23.  (30)

An increase of the gap by 1% thus reduces the correction by about 1.2%, while an increase of E_P by 1% raises it by 1%.

Empirical band parameters of this kind are adjusted to measured properties of the crystal. The evaluation shows that a few parameters of ordinary size account for a g factor of this sign and magnitude within the eight-band model. It is not a first-principles prediction, and the ranges found above do not include the error from the omitted bands. The measured band-edge value at low temperature is about −51, outside both ranges. With the same E_g and Δ, formula (24) alone would reach it only for E_P ≈ 24.8 eV.

The numerical check diagonalizes the eight-band Hamiltonian in a basis of Landau oscillator states, without the elimination of section 2.2. Its spin splitting, extrapolated to zero field, gives g = −47.145, in agreement with (24) for the same inputs.

### 2.8 InSb at one tesla

At finite field the energy E can be kept in (19) while the smaller terms ½π² + ½σ·B are still dropped. Then −H_v is replaced by E − H_v, and both denominators in G increase by E. Equations (22) and (24) keep their form with E_g replaced by E_g + E. For the lowest Landau pair,

E = B/[2m*(E)] ± g(E)B/4,  (31)

with the upper sign for spin up. Each sign gives its own equation for E.

To see the trend, insert E_g + E in (26) and (27) and expand to first order in E/E_g. Let ε_up and ε_down be the values of (26) and (27) themselves. The two levels are lowered by

spin up:  ε_up p₀²B { 1/(3E_g²) + 2/[3(E_g + Δ)²] },

spin down:  ε_down p₀²B/E_g².

The factor multiplying ε is larger for spin down, since 1/E_g² exceeds 1/(E_g + Δ)². For negative g, ε_down is also larger than ε_up. The upper level of the pair is therefore lowered more than the lower one, and the splitting per unit field decreases in magnitude as the field grows.

For the InSb inputs at B = 1 T, the full diagonalization gives

E_up = 2.796 meV,  E_down = 5.427 meV,  E_up − E_down = −2.631 meV.

Spin up is lowest, as a negative g requires. Defined by (2) at this field, the g factor is −45.45, against −47.145 in the limit of zero field, a reduction in magnitude of 3.6% of the zero-field value. The solution of (31) gives −45.43. The energy dependence of the denominators thus reproduces the change to about 1% of its size, slightly overshooting it. The remaining difference of 0.02 comes from the free-electron terms dropped from the valence equations.

The levels lie at roughly 1% and 2% of the gap above the conduction edge, and the g factor has already moved by a few per cent. A measured splitting at such a field should therefore be compared with an energy-dependent g rather than with (24) when this accuracy matters. Equation (31) and the levels above hold for the lowest Landau pair with no motion along the field, which requires low temperature and low electron density. At 1 T the same model gives g = −42.5 for the next Landau pair, and −43.6 for the lowest pair with a band-edge kinetic energy of 5 meV along the field; at 10¹⁶ electrons per cm³ the zero-field Fermi energy, about 12 meV, already exceeds the next Landau level at 10.8 meV. The second decimal of −45.45 is also a property of the model and not of InSb. Without remote bands the heavy-hole band curves upward with the free-electron mass, and replacing ½π² in the valence equations by about −3 × ½π², the sign found in real crystals, moves g at 1 T to about −45.3.

### 2.9 A wide gap for contrast

Consider a model with the round parameters E_P = 20 eV, E_g = 1.5 eV and Δ = 0.3 eV. Formula (24) gives

g = 2 − 2 × 20 × 0.3/(3 × 1.5 × 1.8) = 2 − 1.48 = 0.52.

The momentum coupling is nearly the same as in the InSb example, but the correction is smaller by a factor of about 33. The ratio Δ/[E_g(E_g + Δ)] makes the difference: the gap is wider, and the two valence edges are closer together relative to their distance from the conduction edge, so their contributions cancel more completely. For these parameters the orbital correction no longer exceeds the free-spin value, and spin down is lowest. The sign depends on E_P: at this gap and splitting, g passes through zero at E_P = 27 eV. GaAs, with a similar gap and splitting but a larger E_P, has a measured g of about −0.44.

In this case an omitted contribution of, say, −0.1 would change g by about a fifth of its value. The same contribution would change the InSb result by about 0.2%, but the omitted contributions need not have the same size in different crystals, and for InSb the result above differs from the measured value by several units. For an omitted contribution of a given size, the relative error of formula (24) is thus smaller where the gap is narrow and the orbital correction is large, provided that the field is weak enough for the band-edge limit to apply.

Table of computed values

```
InSb, rough empirical inputs
E_P = 23 eV
E_g = 0.24 eV
Delta = 0.80 eV
E_g + Delta = 1.04 eV
momentum matrix element p0 = 0.650 a.u.
eigenvalues of L.sigma: [-2 -2  1  1  1  1]
J=3/2 contribution to g = -63.89 (dimensionless)
J=1/2 contribution to g = +14.74 (dimensionless)
sum of both contributions = -49.15 (dimensionless)
g, Roth formula = -47.145 (dimensionless)
g, Landau levels, B to 0 = -47.145 (dimensionless)
lowest g within input rounding = -50.2 (dimensionless)
highest g within input rounding = -44.1 (dimensionless)
m*, formula = 0.01384 electron masses
m*, zero-field bands = 0.01384 electron masses
g with Delta = 0, Landau levels = 2.0000 (dimensionless)
InSb inputs, lowest Landau pair at B = 1 T
spin-up level = 2.796 meV
spin-down level = 5.427 meV
E_up - E_down = -2.631 meV
g at 1 T, full diagonalization = -45.45 (dimensionless)
g at 1 T, energy-dependent formula = -45.43 (dimensionless)
Wide-gap model, round parameters
E_P = 20 eV
E_g = 1.5 eV
Delta = 0.3 eV
g, Roth formula = 0.5185 (dimensionless)
g, Landau levels, B to 0 = 0.5185 (dimensionless)
```
